# Why Any Repulsion Makes a Half-Filled Sawtooth Flat Band Ferromagnetic: a program that tests the result

```python
"""
Result under test: on the sawtooth Hubbard ring with L triangles, base-base
hopping t, base-apex hopping sqrt(2) t and N = L electrons, every U > 0 gives
exactly L+1 ground states, which form the multiplet of total spin L/2 and have
no doubly occupied site.
Symbols: L = number of triangles; lam = (base-apex hopping)/t; U = repulsion.
All energies are in units of t. Every site has energy 2t, so the flat band
lies at zero. Site 2j is base j; site 2j+1 is the apex between bases j and j+1.
A many-electron basis state has its up-spin creators left of its down-spin ones.
"""
from functools import lru_cache
from itertools import combinations
from math import comb, sqrt
import numpy as np
import scipy.sparse as sp
from scipy.linalg import eigh, eigvalsh
from scipy.sparse.linalg import eigsh

FLAT = sqrt(2.0)


def hopping_matrix(L, lam):
    h = 2.0 * np.eye(2 * L)
    for j in range(L):
        base, apex, next_base = 2 * j, 2 * j + 1, (2 * j + 2) % (2 * L)
        for x, y, value in ((base, next_base, 1.0), (base, apex, lam),
                            (apex, next_base, lam)):
            h[x, y] += value
            h[y, x] += value
    return h


@lru_cache(maxsize=None)
def annihilators(sites, n):
    """Matrices of c_x from n to n-1 electrons of one spin (n >= 1)."""
    upper = list(combinations(range(sites), n))
    lower = {s: i for i, s in enumerate(combinations(range(sites), n - 1))}
    entries = [([], [], []) for _ in range(sites)]
    for col, state in enumerate(upper):
        for position, x in enumerate(state):
            rows, cols, values = entries[x]
            rows.append(lower[state[:position] + state[position + 1:]])
            cols.append(col)
            values.append((-1.0) ** position)
    return [sp.csr_matrix((v, (r, c)), shape=(len(lower), len(upper)))
            for r, c, v in entries]


@lru_cache(maxsize=None)
def one_spin_parts(L, lam, n):
    """Hopping matrix and site occupations for n electrons of one spin."""
    sites = 2 * L
    if n == 0:
        return sp.csr_matrix((1, 1)), np.zeros((sites, 1))
    h, c = hopping_matrix(L, lam), annihilators(sites, n)
    dim = comb(sites, n)
    kinetic = sp.csr_matrix((dim, dim))
    for x in range(sites):
        for y in range(sites):
            if h[x, y] != 0.0:
                kinetic = kinetic + h[x, y] * (c[x].T @ c[y])
    occupation = np.array([(c[x].T @ c[x]).diagonal() for x in range(sites)])
    return kinetic.tocsr(), occupation


def sector(L, lam, n_up, n_down, site_weights=None):
    """Hopping matrix and diagonal of sum_x w_x n_up n_down in one sector."""
    k_up, occ_up = one_spin_parts(L, lam, n_up)
    k_dn, occ_dn = one_spin_parts(L, lam, n_down)
    w = np.ones(2 * L) if site_weights is None else np.asarray(site_weights)
    double = np.einsum('x,xi,xj->ij', w, occ_up, occ_dn).ravel()
    kinetic = (sp.kron(k_up, sp.identity(k_dn.shape[0]))
               + sp.kron(sp.identity(k_up.shape[0]), k_dn))
    return kinetic.tocsr(), double


def total_spin(vector, L, n_up, n_down):
    """S from <S^2> = |S+ psi|^2 + m(m+1)."""
    sites = 2 * L
    psi = vector.reshape(comb(sites, n_up), comb(sites, n_down))
    c_up, c_dn = annihilators(sites, n_up + 1), annihilators(sites, n_down)
    raised = sum(c_up[x].T @ (c_dn[x] @ psi.T).T for x in range(sites))
    m = 0.5 * (n_up - n_down)
    s_squared = np.sum(raised ** 2) + m * (m + 1)
    return 0.5 * (sqrt(1.0 + 4.0 * s_squared) - 1.0)


def count_zero_states(L, site_repulsion):
    """Number of zero-energy states in each sector with N = L electrons."""
    counts = []
    for n_up in range(L + 1):
        kinetic, cost = sector(L, FLAT, n_up, L - n_up, site_repulsion)
        energies = eigvalsh(kinetic.toarray() + np.diag(cost))
        assert energies[0] > -1e-9
        counts.append(int(np.sum(energies < 1e-9)))
    return counts


# One-electron bands and localized flat-band orbitals
L = 4
h = hopping_matrix(L, FLAT)
levels = np.linalg.eigvalsh(h)
momenta = 2 * np.pi * np.arange(L) / L
assert np.allclose(levels[:L], 0.0, atol=1e-12)
assert np.allclose(levels[L:], np.sort(4 + 2 * np.cos(momenta)), atol=1e-12)
orbitals = np.zeros((2 * L, L))
for j in range(L):
    orbitals[2 * j, j] = FLAT
    orbitals[2 * j + 1, j] = orbitals[2 * j - 1, j] = -1.0
assert np.allclose(h @ orbitals, 0.0, atol=1e-12)
assert np.linalg.matrix_rank(orbitals) == L
print("Triangles L, sites, electrons:", L, 2 * L, L)
print(f"Flat-band width (t): {np.ptp(levels[:L]):.1e}")
print(f"Gap to upper band (t): {levels[L] - levels[L - 1]:.6f}")
print(f"Top of upper band (t): {levels[-1]:.6f}")

# Which sites must repel: each step of the argument leaves fewer states
base_only = np.array([1.0, 0.0] * L)
two_apexes_off = np.ones(2 * L)
two_apexes_off[[3, 7]] = 0.0
one_apex_off = np.ones(2 * L)
one_apex_off[3] = 0.0
patterns = [
    ("no repulsion", np.zeros(2 * L), comb(2 * L, L)),
    ("U=t on base sites only", base_only, 2 ** L),
    ("U=t except on two opposite apexes", two_apexes_off, 3 * 3),
    ("U=t except on one apex", one_apex_off, L + 1),
    ("U=t on all sites", np.ones(2 * L), L + 1),
]
print("Zero-energy states, L=4: total, then by number of up spins 0..4")
for label, repulsion, expected in patterns:
    counts = count_zero_states(L, repulsion)
    assert sum(counts) == expected, (label, counts)
    print(f"  {label}: {sum(counts)}, {counts}")

# Any positive U: ground-state count, gap, spin and double occupancy
kinetic, double = sector(L, FLAT, 2, 2)
kinetic = kinetic.toarray()
band_energy, band_states = eigh(kinetic)
flat_states = band_states[:, band_energy < 1e-9]
projected = eigvalsh(flat_states.T @ (double[:, None] * flat_states))
assert flat_states.shape[1] == comb(L, 2) ** 2
assert abs(projected[0]) < 1e-10 and projected[1] > 1e-6
slope = projected[1]

# Symmetric spin sum over singly filled localized orbitals
symmetric = np.zeros(len(double))
configurations = list(combinations(range(2 * L), 2))
for ups in combinations(range(L), 2):
    downs = [j for j in range(L) if j not in ups]
    swaps = sum(d < u for d in downs for u in ups)
    up_part = [np.linalg.det(orbitals[np.ix_(c, ups)]) for c in configurations]
    dn_part = [np.linalg.det(orbitals[np.ix_(c, downs)]) for c in configurations]
    symmetric += (-1) ** swaps * np.kron(up_part, dn_part)
symmetric /= np.linalg.norm(symmetric)

print(f"Gap slope from projected repulsion, L=4 (gap/U): {slope:.6f}")
print("L=4 scan: U (t), ground states, gap (t), gap/U")
previous_gap = 0.0
for U in (0.001, 0.1, 1.0, 10.0, 100.0):
    counts = count_zero_states(L, U * np.ones(2 * L))
    assert counts == [1] * (L + 1)
    energies, states = eigh(kinetic + np.diag(U * double))
    gap = energies[1] - energies[0]
    ground = states[:, 0]
    occupancy = float(double @ ground ** 2)
    assert occupancy < 1e-12
    assert abs(total_spin(ground, L, 2, 2) - L / 2) < 1e-7
    assert abs(abs(ground @ symmetric) - 1.0) < 1e-9
    assert previous_gap < gap <= U * slope + 1e-9
    previous_gap = gap
    print(f"  {U:g}, {sum(counts)}, {gap:.6f}, {gap / U:.6f}")
    if U == 0.001:
        excited_double = float(double @ states[:, 1] ** 2)
        assert abs(gap / U / slope - 1) < 5e-3
        assert abs(excited_double / slope - 1) < 1e-2
        print(f"    ground spin: {total_spin(ground, L, 2, 2):.6f}")
        print(f"    ground doubly occupied sites: {occupancy:.1e}")
        print(f"    first excited, same quantity: {excited_double:.6f}")
        print(f"    overlap with symmetric state: {abs(ground @ symmetric):.10f}")

# Larger rings; a constant shift keeps the iterative solver away from zero
U, shift, ring_gaps = 4.0, 20.0, []
print("Rings at U = 4t: L, dimension, E0 (t), S0, gap (t), S of first excited")
for size in (4, 5, 6):
    n_up = size // 2
    n_down = size - n_up
    k_ring, d_ring = sector(size, FLAT, n_up, n_down)
    matrix = (k_ring + sp.diags(U * d_ring - shift)).tocsr()
    start = np.random.default_rng(7).standard_normal(matrix.shape[0])
    energies, states = eigsh(matrix, k=2, which='SA', v0=start, ncv=40,
                             tol=1e-10, maxiter=5000)
    order = np.argsort(energies)
    energies, states = energies[order] + shift, states[:, order]
    spins = [total_spin(states[:, i], size, n_up, n_down) for i in (0, 1)]
    assert abs(energies[0]) < 1e-7 and energies[1] > 1e-4
    assert abs(spins[0] - size / 2) < 1e-5
    assert d_ring @ states[:, 0] ** 2 < 1e-8
    ring_gaps.append(energies[1] - energies[0])
    print(f"  {size}, {matrix.shape[0]}, {abs(energies[0]):.1e}, {spins[0]:.4f}, "
          f"{ring_gaps[-1]:.6f}, {spins[1]:.4f}")
assert ring_gaps[0] > ring_gaps[1] > ring_gaps[2]

# Detuned hopping: the band disperses and small U no longer suffices
print("Detuned L=4 ring: lam, bandwidth (t), E0-E_polarized at U=0.01t (t), "
      "threshold U (t)")
thresholds = []
for lam in (1.40, 1.38):
    levels = np.linalg.eigvalsh(hopping_matrix(L, lam))
    polarized = levels[:L].sum()
    k_detuned = sector(L, lam, 2, 2)[0].toarray()

    def advantage(U):
        lowest = eigvalsh(k_detuned + np.diag(U * double),
                          subset_by_index=[0, 0])[0]
        return lowest - polarized

    weak = advantage(0.01)
    low, high = 0.01, 10.0
    assert weak < -1e-6 and abs(advantage(high)) < 1e-9
    for _ in range(16):
        middle = 0.5 * (low + high)
        if advantage(middle) < -1e-9:
            low = middle
        else:
            high = middle
    thresholds.append(high)
    print(f"  {lam:.2f}, {np.ptp(levels[:L]):.6f}, {weak:.6f}, {high:.3f}")
assert thresholds[1] > thresholds[0]

print("all good")
```

Running it gives:

```
Triangles L, sites, electrons: 4 8 4
Flat-band width (t): 1.9e-15
Gap to upper band (t): 2.000000
Top of upper band (t): 6.000000
Zero-energy states, L=4: total, then by number of up spins 0..4
  no repulsion: 70, [1, 16, 36, 16, 1]
  U=t on base sites only: 16, [1, 4, 6, 4, 1]
  U=t except on two opposite apexes: 9, [1, 2, 3, 2, 1]
  U=t except on one apex: 5, [1, 1, 1, 1, 1]
  U=t on all sites: 5, [1, 1, 1, 1, 1]
Gap slope from projected repulsion, L=4 (gap/U): 0.114934
L=4 scan: U (t), ground states, gap (t), gap/U
  0.001, 5, 0.000115, 0.114906
    ground spin: 2.000000
    ground doubly occupied sites: 3.7e-24
    first excited, same quantity: 0.114878
    overlap with symmetric state: 1.0000000000
  0.1, 5, 0.011219, 0.112187
  1, 5, 0.091909, 0.091909
  10, 5, 0.313243, 0.031324
  100, 5, 0.404847, 0.004048
Rings at U = 4t: L, dimension, E0 (t), S0, gap (t), S of first excited
  4, 784, 3.6e-14, 2.0000, 0.225239, 1.0000
  5, 5400, 3.2e-14, 2.5000, 0.155746, 1.5000
  6, 48400, 2.5e-14, 3.0000, 0.112745, 2.0000
Detuned L=4 ring: lam, bandwidth (t), E0-E_polarized at U=0.01t (t), threshold U (t)
  1.40, 0.026786, -0.021845, 0.059
  1.38, 0.064425, -0.059451, 0.143
all good
```
